# Comment on the linear band shift caused by a frozen phonon

## The argument under review

The manuscript freezes a phonon of wavevector $q$ and amplitude $u$ into a crystal and reasons as follows. The displacement changes the potential by an amount proportional to $u$. First-order perturbation theory gives each band energy a shift equal to the expectation value of that change. Hence every band energy moves linearly in $u$, and the slope can be read from one cell in which the atoms are displaced by $u$. For a model chain at $u=0.05$ bohr the manuscript finds $-6.72\times10^{-3}$ Ha, or $-183$ meV, and assigns this shift to a phonon with $q=\pi/2a$.

The first two steps are correct to first order in $u$ and for a non-degenerate level; degenerate levels are treated in comment 6. The third does not follow, because the expectation value is never evaluated for the actual displacement pattern.

## Setting

Hartree atomic units are used, in one dimension, with lattice constant $a$, lattice points $R$ and reciprocal vectors $G$. The phonon is static. Until comment 7 the electrons are independent and each atom carries its potential $v_s$ rigidly. Atom $s$ of cell $R$ moves from $R+\tau_s$ by $u\,e_s\cos(qR)$ with real $e_s$. The wavevector is commensurate, $q=2\pi p/(Na)$ with $p/N$ in lowest terms, so the distorted chain is periodic over $N$ cells and its levels at a given supercell wavevector are discrete. The states that can mix with $k$ are those at $k+2\pi j/(Na)$ with integer $j$, and "degenerate" below refers to this set. Bloch states $\psi_{nk}$ obey $\psi_{nk}(x+a)=e^{ika}\psi_{nk}(x)$ and are normalised over one cell.

The model of the manuscript has round parameters: $a=6$ bohr, Gaussian wells of depth $1.0$ and $0.6$ Ha and width $0.7$ bohr at $0$ and $2.4$ bohr, $e=(+1,-1)$, plane waves up to $9$ bohr$^{-1}$, and the lowest band at $k_0=0.1\pi/a=0.05236$ bohr$^{-1}$. "Exact" means diagonalisation of the distorted supercell in this basis.

## 1. The perturbation carries the wavevector of the phonon

A Taylor expansion of each atomic potential in its displacement $\delta$ reads $v(y-\delta)=v(y)-\delta\,v'(y)+\tfrac12\delta^2v''(y)-\dots$, so $V=V_0+uV_1+u^2V_2+\dots$ with

$$V_1=-\sum_{R,s}e_s\cos(qR)\,v_s'(x-R-\tau_s),\qquad V_2=\tfrac12\sum_{R,s}e_s^2\cos^2(qR)\,v_s''(x-R-\tau_s).$$

Writing $\cos(qR)=\tfrac12(e^{iqR}+e^{-iqR})$ gives

$$V_1=\tfrac12\left(\delta V_q+\delta V_{-q}\right),\qquad \delta V_q(x)=-\sum_{R,s}e_s\,e^{iqR}\,v_s'(x-R-\tau_s),$$

with $\delta V_{-q}=\delta V_q^*$ because $e_s$ and $v_s$ are real. In $\delta V_q(x+a)$ set $R'=R-a$, so that $e^{iqR}=e^{iqa}e^{iqR'}$ and the argument of $v_s'$ becomes $x-R'-\tau_s$. Then

$$\delta V_q(x+a)=e^{iqa}\,\delta V_q(x).$$

A perturbation with this property is called monochromatic. Since $e^{-iqx}\delta V_q$ is periodic, $\delta V_q$ is a sum of waves $e^{iQx}$ with $Q=q+G$. Their coefficient is $\frac1a\int_{\rm cell}e^{-iQx}\delta V_q\,dx$. With $e^{iqR}=e^{iQR}$ the sum over $R$ joins the cell integrals into one integral over the whole line in $y=x-R-\tau_s$, and integration by parts gives $\int e^{-iQy}v_s'\,dy=iQ\,v_s(Q)$, where $v_s(Q)=\int e^{-iQy}v_s\,dy$. The coefficient is therefore $\frac1a\sum_s e_s(-iQ)\,v_s(Q)\,e^{-iQ\tau_s}$.

## 2. The first-order expectation value vanishes

Normalise the states over the supercell by dividing each by $\sqrt N$, and split the integral into cells. Moving from cell $0$ to cell $R$ multiplies $\psi_{mk'}^*$, $\delta V_q$ and $\psi_{nk}$ by $e^{-ik'R}$, $e^{iqR}$ and $e^{ikR}$, so

$$\langle mk'|\delta V_q|nk\rangle=\frac1N\sum_{R}e^{i(k+q-k')R}\int_{\rm cell}\psi_{mk'}^*\,\delta V_q\,\psi_{nk}\,dx .$$

The sum is geometric with ratio $z=e^{i(k+q-k')a}$, and $z^N=1$ because $k+q-k'$ is a multiple of $2\pi/(Na)$. For $z\neq1$ it equals $(1-z^N)/(1-z)=0$. For $z=1$, that is $k'=k+q$ modulo $G$, it equals $N$. The surviving element is

$$g_{mn}(k,q)=\int_{\rm cell}\psi_{m,k+q}^*\,\delta V_q\,\psi_{nk}\,dx .$$

Thus $V_1$ connects $k$ to $k+q$ and $k-q$ and to nothing else. Setting $k'=k$ gives $z=e^{\pm iqa}\neq1$ when $q\neq G$, so

$$\langle mk|V_1|nk\rangle=0\qquad(q\neq G)$$

for all bands $m$ and $n$. For a non-degenerate level the term linear in $u$ is $u\langle nk|V_1|nk\rangle$, and it is zero. For a degenerate level the linear terms are the eigenvalues of $V_1$ within the degenerate set, and this matrix is zero unless two members of the set differ by $\pm q$. For $q\neq G$, two bands that touch at the same $k$ therefore do not split at first order unless a state at $k\pm q$ shares their energy.

The numerical check finds slopes at $k_0$ of $-3.9\times10^{-10}$, $1.8\times10^{-7}$ and $-6.0\times10^{-10}$ Ha/bohr for $q=\pi/2a$, $2\pi/3a$ and $\pi/a$, against the manuscript's $-0.134$ Ha/bohr. The second value is discussed in comment 5.

## 3. What the manuscript has computed

The linear effect exists cell by cell. Since $V_1={\rm Re}\,\delta V_q$ and $|\psi_{nk}|^2$ is periodic, cell $R$ contributes

$$c_R=\frac1N\,{\rm Re}\left[e^{iqR}I\right],\qquad I=\int_{\rm cell}|\psi_{nk}|^2\,\delta V_q\,dx .$$

For $q=\pi/2a$ the phases are $1,i,-1,-i$, and the terms are $\tfrac14({\rm Re}\,I,\,-{\rm Im}\,I,\,-{\rm Re}\,I,\,{\rm Im}\,I)$. With cells centred between the two wells, real-space quadrature gives $-0.034462$, $-0.000024$, $+0.034462$ and $+0.000024$ Ha/bohr. The cell in which the pair of wells is compressed lowers the energy, the cell in which it is stretched raises it by the same amount, and a Bloch state has equal weight in both.

At $q=0$ all phases are $1$, the terms add, and the slope is $g_{nn}(k,0)$. In the model $g(k_0,0)=-0.134472$ Ha/bohr, equal to the exact slope to the printed digits, and $0.05\times(-0.134472)=-6.72\times10^{-3}$ Ha. The manuscript's number is thus the first-order shift for the zone-centre pattern. It is the linear term only: the full shift of the single displaced cell also contains higher orders and is $-7.37\times10^{-3}$ Ha at $u=+0.05$ bohr and $+6.10\times10^{-3}$ Ha at $u=-0.05$ bohr. The first cell term is close to $g(k_0,0)/4=-0.033618$ Ha/bohr without equalling it. To see why, write $I=\sum_Re^{iqR}I_R$, where the real number $I_R$ is the part of the cell integral due to the atoms of cell $R$. The two neighbouring cells enter ${\rm Re}\,I$ with the factor $\cos(qa)$, which is $1$ at $q=0$ and $0$ at $q=\pi/2a$.

At $q=0$ the slope is allowed but can still vanish. For a rigid translation, all $e_s=1$, one has $\delta V_0=-V_0'$. From $\hat p=-i\,d/dx$ follows $[\hat p,H_0]=-iV_0'$, so $\delta V_0=-i[\hat p,H_0]$, whose expectation value in an eigenstate of $H_0$ is zero. For wells at $0$ and $a/2$ with $e=(+1,-1)$, the atoms sit at $u$ and $a/2-u$. Inversion sends them to $-u$ and $-a/2+u\equiv a/2+u$, which is the pattern for $-u$, and it sends $k$ to $-k$. The Hamiltonian is real, so complex conjugation gives $\varepsilon_{-k}=\varepsilon_k$ at any $u$. Together, $\varepsilon_k(u)=\varepsilon_{-k}(-u)=\varepsilon_k(-u)$, and a non-degenerate level has no slope. The computed values are $1.6\times10^{-17}$ and $-3.9\times10^{-12}$ Ha/bohr.

## 4. The leading shift is quadratic

For a non-degenerate level, insert $\psi=\psi_0+u\psi_1+\dots$ and $\varepsilon=\varepsilon_0+u\varepsilon_1+u^2c_2+\dots$ into the eigenvalue equation, with $\langle\psi_0|\psi_r\rangle=0$ for $r\geq1$. Order $u$ reads $(H_0-\varepsilon_0)\psi_1=(\varepsilon_1-V_1)\psi_0$, and projection on another eigenstate $|j\rangle$ gives $\langle j|\psi_1\rangle=\langle j|V_1|\psi_0\rangle/(\varepsilon_0-\varepsilon_j)$. Order $u^2$, projected on $\psi_0$, gives $c_2=\langle\psi_0|V_2|\psi_0\rangle+\langle\psi_0|V_1|\psi_1\rangle$.

Take $2q\neq G$, so that $k+q$ and $k-q$ are different points. The element of $V_1$ to $|m,k\pm q\rangle$ is then $\tfrac12g_{mn}(k,\pm q)$, and its squared modulus brings a factor $\tfrac14$. In $V_2$ use $\cos^2(qR)=\tfrac12+\tfrac12\cos(2qR)$. The second part has wavevectors $\pm2q\neq G$ and no diagonal element by comment 2, and the first part gives $\tfrac12\cdot\tfrac12=\tfrac14$. For rigid atomic potentials,

$$c_2=\frac14\sum_{m,\pm}\frac{|g_{mn}(k,\pm q)|^2}{\varepsilon_{nk}-\varepsilon_{m,k\pm q}}+\frac14\sum_se_s^2\int_{\rm cell}|\psi_{nk}|^2\sum_Rv_s''(x-R-\tau_s)\,dx .$$

The two parts have the form of the static Fan and Debye–Waller terms.

For $q=\pi/2a=0.26180$ bohr$^{-1}$ the lowest band has $\varepsilon(k_0)=-0.55175$, $\varepsilon(k_0+q)=-0.52750$ and $\varepsilon(k_0-q)=-0.54025$ Ha, and the intraband couplings are $0.154962$ and $0.148396$ Ha/bohr. The intraband part is

$$\frac14\left[\frac{0.024013}{-0.02425}+\frac{0.022021}{-0.01150}\right]=\frac14\,(-0.990-1.915)=-0.726\ \text{Ha/bohr}^2,$$

negative because both partners lie above the level. Adding the interband and Debye–Waller parts gives $c_2=-0.7260-0.2057+0.0846=-0.8471$ Ha/bohr$^2$, which a finite difference of the exact levels reproduces to six decimals.

| $u$ (bohr) | exact shift (Ha) | $c_2u^2$ (Ha) |
|---|---|---|
| 0.025 | $-5.263\times10^{-4}$ | $-5.294\times10^{-4}$ |
| 0.05 | $-2.072\times10^{-3}$ | $-2.118\times10^{-3}$ |
| 0.1 | $-7.883\times10^{-3}$ | $-8.471\times10^{-3}$ |

Doubling $u$ multiplies the exact shift by $3.94$ and then by $3.81$, where the manuscript predicts $2$. At $u=0.05$ bohr the shift is $-56$ meV and not $-183$ meV. The quadratic formula overshoots by $0.6\%$, $2.2\%$ and $7.5\%$ of the exact shift. A guide to its range is that the mixing coefficients be small, $|u g|/2\ll|\varepsilon_{nk}-\varepsilon_{m,k\pm q}|$, and at $u=0.05$ bohr the largest intraband one is $0.05\times0.0742/0.0115=0.32$.

## 5. The sign of the amplitude

The manuscript's shift changes sign with $u$. Suppose a lattice point $R_0$ has $e^{iqR_0}=-1$. Then $\cos(q(R-R_0))=-\cos(qR)$, so the chain with $-u$ is the chain with $+u$ translated by $R_0$. This translation commutes with the supercell translation and so keeps the supercell wavevector, and the two spectra coincide. A non-degenerate level is then even in $u$. For $R_0=n_0a$ the condition is $2pn_0/N$ odd. This needs $N$ even, and for even $N$ the integer $p$ is odd and $n_0=N/2$ works. For $q=\pi/2a$ the spectra at $\pm0.05$ bohr differ by at most $9.9\times10^{-14}$ Ha, and the first correction to $c_2u^2$ in the table is of order $u^4$.

For odd $N$ the powers for a non-degenerate level are counted as follows. $V_r$ is proportional to $\cos^r(qR)$, a product of $r$ factors $e^{\pm iqR}$. A term of order $u^r$ in the energy chains potentials whose orders add to $r$, so it transfers $jq$ with $|j|\leq r$ and $j$ of the same parity as $r$. Returning to $k$ needs $jq=G$, that is $N$ divides $j$. For odd $r$ the integer $j$ is odd and nonzero, so $N$ must be odd and $r\geq N$. The case $N=1$ is $q=G$, with its linear term. For $N=3$ the odd part $\tfrac12[\varepsilon(u)-\varepsilon(-u)]$ starts at $u^3$. The check finds that it grows by $7.999$ when $u$ doubles from $0.001$ bohr, with $c_3=-2.29$ Ha/bohr$^3$, and that its linear coefficient is $-3.0\times10^{-10}$ Ha/bohr once the cubic term is eliminated. The slopes of comment 2 come from the shifts $s(h)$, $s(2h)$ as $2s(h)/h-s(2h)/(2h)$. This combination cancels the quadratic term and retains $c_3h^2(2-4)=-2c_3h^2$, which is present for $N=3$ and absent for even $N$, and with the step $h=2\times10^{-4}$ bohr of the check equals $-2\times(-2.29)\times(2\times10^{-4})^2=1.8\times10^{-7}$ Ha/bohr, the printed value.

## 6. Where a linear shift does appear

Let $\varepsilon_{nk}=\varepsilon_{m,k+q}$ with no third state at that energy. A denominator of $c_2$ vanishes, and $V_1$ must be diagonalised within the pair. The diagonal elements are zero by comment 2. For $2q\neq G$ the part $\delta V_{-q}$ sends $k$ to $k-q\not\equiv k+q$ and does not contribute, so with $g=g_{mn}(k,q)$

$$V_1\to\begin{pmatrix}0&g^*/2\\ g/2&0\end{pmatrix},\qquad \lambda^2-|g|^2/4=0,\qquad \Delta\varepsilon=\pm\tfrac12u|g| .$$

For $q\neq G$, degeneracy with $k\pm q$ is necessary for a linear term but not sufficient, since $g$ must also be nonzero. The result is a splitting and not a common shift: for $q\neq G$ the matrix of $V_1$ in any degenerate set has zero diagonal, hence zero trace, and the linear shifts sum to zero. The eigenvectors $(1,\pm g/|g|)/\sqrt2$ have a density with a cross term of wavevector $q$, so they weight the compressed and stretched cells unequally and the cancellation of comment 3 is lifted.

For $2q=G$ the factor $e^{iqR}=\pm1$ is real, $\delta V_{-q}=\delta V_q$, and $V_1=\delta V_q$. The off-diagonal element is $g$ and the shifts are $\pm u|g|$. A pattern $\cos(qR+\varphi)$ would multiply $g$ by $e^{i\varphi}$ for $2q\neq G$, leaving the splitting unchanged, and by $\cos\varphi$ for $2q=G$, because there $\sin(qR)=0$.

The relation $\varepsilon_{-k}=\varepsilon_k$ supplies a pair at $k=-q/2$, where $k+q=+q/2$. For $q=\pi/2a$ this is $k=-0.13090$ bohr$^{-1}$, with $|g|=0.146966$ Ha/bohr, and the exact slopes are $\pm0.073483$ Ha/bohr, equal to $\pm|g|/2$. For $q=\pi/a$ and $k=-\pi/2a$ they are $\pm0.175106$ Ha/bohr, equal to $\pm|g|$.

At $u=0.05$ bohr and $q=\pi/2a$ the exact shifts are $-4.644\times10^{-3}$ and $+2.908\times10^{-3}$ Ha. Their difference is $7.552\times10^{-3}$ Ha, or $205$ meV, which exceeds $u|g|=7.348\times10^{-3}$ Ha by $2.8\%$ of the latter, and their mean is $-0.868\times10^{-3}$ Ha. Comment 5 fixes the orders of these corrections. The eigenvalues of a Hermitian matrix analytic in $u$ can be followed as analytic branches $\varepsilon_\pm(u)$ with slopes $\pm|g|/2$. The spectrum is even in $u$ and the slopes are opposite, so $\varepsilon_+(-u)=\varepsilon_-(u)$. The mean is then even in $u$, starting at $u^2$, and the difference is odd, with its first correction at $u^3$.

Equal wells at $0$ and $a/2$ test the same-$k$ case. The true period is $a/2$, and the degenerate states at $\pm\pi/a$ are distinct in its zone but fold onto the single point $k=\pi/a$ of the cell $a$. For $q=\pi/2a$ the slopes of this pair are $8.4\times10^{-11}$ and $2.9\times10^{-11}$ Ha/bohr. For $q=0$ they are $\pm0.314622$ Ha/bohr. In the true cell that pattern alternates from atom to atom and has wavevector $2\pi/a$, which connects the pair.

If the pair is separated by a small $\Delta$ and all other states are far away, the $2\times2$ matrix has diagonal $\bar\varepsilon\mp\Delta/2$ and, for $2q\neq G$, off-diagonal $ug/2$ (for $2q=G$ replace $g$ by $2g$ in what follows). Its secular equation $(\varepsilon-\bar\varepsilon)^2=\Delta^2/4+u^2|g|^2/4$ gives the splitting

$$S=\sqrt{\Delta^2+u^2|g|^2}.$$

With $u^*=\Delta/|g|$, expansion of the root gives $S\approx\Delta+u^2|g|^2/(2\Delta)$ for $|u|\ll u^*$ and $S\approx|u||g|$ for $|u|\gg u^*$. Moving $k$ by $0.002$ bohr$^{-1}$ from $-q/2$ gives $\Delta=2.989\times10^{-4}$ Ha, $|g|=0.146967$ Ha/bohr and $u^*=0.00203$ bohr. At $u=0.001$ bohr, $S=\sqrt{8.935\times10^{-8}+2.160\times10^{-8}}=3.331\times10^{-4}$ Ha, equal to the exact value at this precision. At $u=0.004$ bohr the formula gives $6.595\times10^{-4}$ against $6.596\times10^{-4}$ Ha, and at $u=0.016$ bohr $2.370\times10^{-3}$ against $2.377\times10^{-3}$ Ha, where $u|g|=2.351\times10^{-3}$ Ha. At finite amplitude, and as long as the other states stay far away compared with $|u||g|$, the linear regime thus covers the range of $k$ in which $\Delta\ll|u||g|$. As $q\to0$ the intraband spacings $|\varepsilon_{n,k\pm q}-\varepsilon_{nk}|$ go to zero, so for a pattern with $g_{nn}(k,0)\neq0$ the amplitudes that keep the mixing coefficients of comment 4 small shrink with $q$. The quadratic formula need not fail beyond them. When $q$ is small against the distance in $k$ to the nearest band extremum, the partners at $k+q$ and $k-q$ lie on opposite sides of the level at nearly equal spacings, and their contributions to the shift largely cancel; $c_2u^2$ then remains a fair estimate while $|u||g|$ is small against the energy distance of the level from the band edge. Closer to the edge than $|u||g|$, many states $k+jq$ mix, neither the quadratic nor the two-level formula applies, and the lowest level moves down by an amount of order $|u||g|$ for either sign of $u$. The slope at $u=0$ of a non-degenerate level is zero at each such $q\neq G$ and equals $g_{nn}(k,0)$ at $q=0$.

## 7. Self-consistency does not rescue the argument

The manuscript might reply that the electrons rearrange and add a potential of their own. Consider a mean-field insulator with $N_k$ points, two spin states and fixed occupations $f=0$ or $1$, so that $n=\frac2{N_k}\sum f_{nk}|\psi_{nk}|^2$. Let the total first-order potential be $\tfrac12(\delta V+\delta V^*)$, with $\delta V$ of wavevector $q$. The change of $|\psi|^2$ is $\psi^*\psi_1+\psi\,\psi_1^*$. The part that acquires $e^{iqa}$ under translation by $a$ has two sources, written here without the common factor $\tfrac12$. In the first, an occupied $\psi_{nk}$ is mixed by $\delta V$ with $\psi_{m,k+q}$, which gives $f_{nk}\,\psi_{nk}^*\psi_{m,k+q}\langle m,k+q|\delta V|nk\rangle/(\varepsilon_{nk}-\varepsilon_{m,k+q})$. In the second, an occupied $\psi_{m,k+q}$ is mixed by $\delta V^*$ with $\psi_{nk}$ and enters through $\psi\,\psi_1^*$. Conjugation turns $\langle nk|\delta V^*|m,k+q\rangle$ into $\langle m,k+q|\delta V|nk\rangle$, so the product of functions and the matrix element are the same, with weight $f_{m,k+q}/(\varepsilon_{m,k+q}-\varepsilon_{nk})$. Adding the two gives $\delta n=\chi_0\,\delta V$ with

$$\chi_0(x,x')=\frac2{N_k}\sum_{k,n,m}\frac{f_{nk}-f_{m,k+q}}{\varepsilon_{nk}-\varepsilon_{m,k+q}}\,\rho(x)\,\rho^*(x'),\qquad\rho=\psi_{nk}^*\psi_{m,k+q},$$

and $x'$ integrated over one cell. Pairs with equal occupation drop out, and the remaining denominators span the gap. Metals, where that protection is absent, are not treated here.

Each $\rho$ obeys $\rho(x+a)=e^{iqa}\rho(x)$, so $\delta n$ has wavevector $q$. The induced potential is $K\,\delta n$, where the kernel $K(x,x')$ is the derivative of the electronic potential with respect to the density, taken at the periodic ground-state density $n_0$. For an interaction that is itself translation invariant, $K(x+a,x'+a)=K(x,x')$. Substituting $x'\to x'+a$ in $\int K(x+a,x')\,\delta n(x')\,dx'$ over the whole line then yields $e^{iqa}(K\delta n)(x)$. The equation of density functional perturbation theory,

$$\delta V_q^{\rm scf}=\delta V_q+K\chi_0\,\delta V_q^{\rm scf},$$

therefore closes within functions of wavevector $q$. If $1-K\chi_0$ is invertible at every wavevector of the supercell, the linear response is unique and monochromatic. The first-order results of comments 2 and 6 rest on that property and on the potential being real, so they hold with $\delta V_q^{\rm scf}$ in $g$. The formula for $c_2$ does not carry over unchanged, because $V_2$ acquires an induced part.

The check uses two electrons per cell, $N_k=12$, a Gaussian repulsion $w$ of height $0.1$ Ha and range $1.5$ bohr, and a model local potential $-b\,n^{1/3}$ with $b=0.1$ Ha bohr$^{1/3}$, for which $K=w(x-x')-\tfrac b3n_0^{-2/3}\delta(x-x')$. For $q=\pi/2a$ the induced potential from the equation above differs from the finite difference of self-consistent supercells by $3\times10^{-8}$ Ha/bohr, against a maximum of $0.057$ Ha/bohr. The slope at $k_0$ is $1\times10^{-8}$ Ha/bohr. Between the self-consistent states at $\mp q/2$, screening lowers $|g|$ from $0.1445$ to $0.1382$ Ha/bohr, by $4.4\%$ of the bare value, and the exact slopes $\pm0.069086$ Ha/bohr equal half the screened coupling. For $N=4$ the absence of other wavevectors in a central difference is enforced by the translation of comment 5, which reverses the sign of the odd part and so leaves the odd multiples of $q$, all of the form $\pm q+G$. The case $q=2\pi/3a$ has no such protection. There the largest Fourier component outside $\pm q+G$ is $6\times10^{-10}$ Ha/bohr against a maximum induced potential of $0.074$ Ha/bohr, $|g|$ falls from $0.1539$ to $0.1457$ Ha/bohr, and the slopes are $\pm0.072857$ Ha/bohr.

## Recommendation

The value $-183$ meV should be relabelled as the first-order shift for the $q=0$ pattern, and the entry for $q=\pi/2a$ at $k_0$ and $u=0.05$ bohr replaced by $-56$ meV. Any linear coefficient that the manuscript reports for $q\neq G$ should name the degenerate or nearly degenerate partner at $k\pm q$ and state the amplitude relative to $\Delta/|g|$.

## Numbers as computed

```
a = 6.0 bohr, sigma = 0.7 bohr, cutoff = 9.0 1/bohr, pol = (1.0, -1.0)
depths = (1.0, 0.6) Ha, positions = (0.0, 2.4) bohr
q = 0.26180, k0 = 0.05236, kd = -q/2 = -0.13090 1/bohr, u0 = 0.05 bohr
eps(k0), eps(k0+q), eps(k0-q) = -0.55175 -0.52750 -0.54025 Ha
q=0: g(k0,0) = -0.134472, exact slope = -0.134472 Ha/bohr
naive linear shift u0*g(k0,0) = -6.7236e-03 Ha = -182.96 meV
q=0 centrosymmetric slope = -3.9e-12, rigid-shift |g| = 1.6e-17 Ha/bohr
cell terms of <k0|V1|k0>: -0.034462 -0.000024 +0.034462 +0.000024 Ha/bohr
their sum = 1.1e-16 Ha/bohr
intraband |g(k0,+q)| = 0.154962, |g(k0,-q)| = 0.148396 Ha/bohr
slope at k0 for q = 2pi/(4a): -3.9e-10 Ha/bohr
slope at k0 for q = 2pi/(3a): 1.8e-07 Ha/bohr
slope at k0 for q = 2pi/(2a): -6.0e-10 Ha/bohr
Fan intraband = -0.726017, interband = -0.205655 Ha/bohr^2
Debye-Waller = 0.084586 Ha/bohr^2
c2 = -0.847087, finite difference = -0.847087 Ha/bohr^2
u = 0.025 bohr: exact shift = -5.2630e-04, c2 u^2 = -5.2943e-04 Ha
u = 0.05 bohr: exact shift = -2.0716e-03, c2 u^2 = -2.1177e-03 Ha
u = 0.1 bohr: exact shift = -7.8834e-03, c2 u^2 = -8.4709e-03 Ha
exact shift at k0, u0 = -56.372 meV
q=pi/2a: max|E(u0)-E(-u0)| = 9.9e-14 Ha
q=2pi/3a: odd(2h)/odd(h) = 7.999 (h = 0.001 bohr), c3 = -2.2891 Ha/bohr^3
q=2pi/3a: linear coefficient = -3.0e-10 Ha/bohr, c5 = 75.4 Ha/bohr^5
  leftover growth, h = 0.0025 -> 0.005 bohr: 15.98
eps(kd) = -0.54756 Ha, |g(kd,q)| = 0.146966 Ha/bohr
exact slopes at kd = -0.073483 +0.073483, |g|/2 = 0.073483 Ha/bohr
shifts at kd, u0 = -4.6439e-03 +2.9076e-03 Ha
splitting = 7.5515e-03, u0|g| = 7.3483e-03 Ha
splitting = 205.49 meV
q=pi/a, k=-pi/2a: |g| = 0.175106, slopes = -0.175106 +0.175106 Ha/bohr
equal wells, same-k pair, q=pi/2a: slopes 8.4e-11 2.9e-11 Ha/bohr
equal wells, same-k pair, q=0: slopes -0.314622 +0.314622 Ha/bohr
detuning 0.002 1/bohr: Delta = 2.9891e-04 Ha, |g| = 0.146967 Ha/bohr
crossover amplitude Delta/|g| = 0.00203 bohr
u = 0.001 bohr: splitting exact = 3.3308e-04, two-level = 3.3308e-04 Ha
u = 0.004 bohr: splitting exact = 6.5959e-04, two-level = 6.5950e-04 Ha
u = 0.016 bohr: splitting exact = 2.3772e-03, two-level = 2.3704e-03 Ha
SCF: Nk = 12, U = 0.1 Ha, range = 1.5 bohr, b = 0.1 Ha bohr^(1/3)
SCF q=2pi/(4a): max induced dV/du = 0.05666, DFPT error 3e-08 Ha/bohr
  Fourier weight off +-q+G = 6e-14, slope at k0 = 1e-08 Ha/bohr
  |g| bare = 0.144549, screened = 0.138173, screened/2 = 0.069086 Ha/bohr
  exact slopes at -q/2 = -0.069086 +0.069086 Ha/bohr
SCF q=2pi/(3a): max induced dV/du = 0.07369, DFPT error 2e-08 Ha/bohr
  Fourier weight off +-q+G = 6e-10, slope at k0 = 9e-07 Ha/bohr
  |g| bare = 0.153917, screened = 0.145713, screened/2 = 0.072857 Ha/bohr
  exact slopes at -q/2 = -0.072857 +0.072857 Ha/bohr
```
